# Drift of Thermal Averages under Classical Propagation of a Wigner Distribution

## Problem

A particle of mass \(m\) moves in one dimension with the Hamiltonian

\[
\hat H=\frac{\hat p^2}{2m}+V(\hat q),
\]

where \(V\) is a real polynomial that rises to \(+\infty\) on both sides. The particle is in thermal equilibrium, \(\hat\rho=e^{-\beta\hat H}/Z\) with \(Z=\mathrm{Tr}\,e^{-\beta\hat H}\). Its Wigner function is

\[
W(q,p)=\frac{1}{2\pi\hbar}\int ds\,e^{-ips/\hbar}\,
\langle q+\tfrac s2|\hat\rho|q-\tfrac s2\rangle ,
\qquad \int dq\,dp\,W=1 .
\]

The symbol \(A_W(q,p)\) of an operator \(\hat A\) is given by the same integral without the factor \(1/2\pi\hbar\), so that \(\mathrm{Tr}(\hat\rho\hat A)=\int dq\,dp\,W A_W\). The symbols of \(\hat q^2\), \(\hat p^2\) and \(\hat H\) are \(q^2\), \(p^2\) and \(H=p^2/2m+V(q)\).

The linearized semiclassical initial value representation (LSC-IVR) approximates a correlation function by

\[
C_{AB}(t)\approx\frac1Z\int\frac{dq\,dp}{2\pi\hbar}\,
\big[e^{-\beta\hat H}\hat A\big]_W(q,p)\;B_W(q_t,p_t),
\]

where \((q_t,p_t)\) is the classical trajectory that starts at \((q,p)\). Setting the first operator to unity and calling the second \(\hat A\) gives the LSC-IVR thermal average

\[
\langle A\rangle(t)=\int dq\,dp\,W(q,p)\,A_W(q_t,p_t).
\]

The exact average does not depend on time, because \(\hat\rho\) commutes with \(\hat H\).

1. Find the initial rate of change \(R(q,p)\) of \(W\) under the classical flow, and express \(d\langle A\rangle/dt\) at any time through \(R\). Which averages remain constant?
2. Find the leading short-time changes of the kinetic energy and of \(\langle q^2\rangle\).
3. For \(V=\tfrac12m\omega^2q^2+\lambda q^4\), with \(\lambda>0\), find the long-time limit of the averages and a relation between the shifts of the kinetic energy and of \(\langle q^2\rangle\).
4. Evaluate the drift for \(m=\omega=\hbar=1\), \(\lambda=0.5\), \(\beta=2\).

Assume that \(W\) and its derivatives fall off faster than any power of \(q\) and \(p\), so that all moments exist and boundary terms vanish.

## Solution

### 1. The classical flow does not preserve \(W\)

We first need the exact equation of motion of a Wigner function. Write \(\rho(x,x')\) for the density matrix, with \(x=q+s/2\) and \(x'=q-s/2\). Then \(\partial_x=\tfrac12\partial_q+\partial_s\) and \(\partial_{x'}=\tfrac12\partial_q-\partial_s\), so

\[
\partial_x^2-\partial_{x'}^2=(\partial_x+\partial_{x'})(\partial_x-\partial_{x'})=2\,\partial_q\partial_s .
\]

The von Neumann equation \(i\hbar\,\partial_t\hat\rho=[\hat H,\hat\rho]\) becomes

\[
\partial_t\rho=\frac{i\hbar}{m}\,\partial_q\partial_s\rho
-\frac i\hbar\Big[V(q+\tfrac s2)-V(q-\tfrac s2)\Big]\rho .
\]

Now take the Fourier integral over \(s\). Integration by parts turns \(\partial_s\) into \(ip/\hbar\), and the kinetic term becomes \((i\hbar/m)(ip/\hbar)\partial_qW=-(p/m)\partial_qW\).

In the potential term, the even powers of \(s\) cancel:

\[
V(q+\tfrac s2)-V(q-\tfrac s2)=V's+\frac{V'''}{24}s^3+\dots
\]

The series ends because \(V\) is a polynomial. Since \(s\,e^{-ips/\hbar}=i\hbar\,\partial_p e^{-ips/\hbar}\), each \(s\) becomes \(i\hbar\,\partial_p\). The two prefactors are \(-(i/\hbar)(i\hbar)=1\) and \(-(i/\hbar)(i\hbar)^3/24=-\hbar^2/24\). The result is the Moyal equation,

\[
\partial_tW=-\frac pm\,\partial_qW+V'\partial_pW-\frac{\hbar^2}{24}V'''\partial_p^3W+\dots,
\]

where the dots contain fifth and higher odd derivatives with respect to \(p\).

The first two terms are the classical Liouville equation. With the operator

\[
L=\frac pm\,\partial_q-V'\partial_p ,
\]

they are \(-LW\). For the thermal state the complete right-hand side is zero, so the classical part equals minus the rest:

\[
R\equiv-LW=\frac{\hbar^2}{24}V'''\partial_p^3W+\dots
\]

In exact dynamics the quantum terms balance the classical streaming. LSC-IVR keeps the streaming and drops the terms that balance it. For a quartic potential the fifth derivative of \(V\) vanishes, so the term shown is the whole of \(R\).

To connect \(R\) with averages, let \(A_t(q,p)=A_W(q_t,p_t)\). Following the trajectory first for a short time \(\epsilon\) and then for a time \(t\) gives \(A_{t+\epsilon}(q,p)=A_t(q_\epsilon,p_\epsilon)\). Differentiating at \(\epsilon=0\), with \(\dot q=p/m\) and \(\dot p=-V'\), gives \(\partial_tA_t=LA_t\). Therefore

\[
\frac{d\langle A\rangle}{dt}=\int dq\,dp\,W\,LA_t=-\int dq\,dp\,(LW)A_t
=\int dq\,dp\,R(q,p)\,A_W(q_t,p_t).
\]

The integration by parts produces only a sign, because \(p/m\) does not depend on \(q\) and \(V'\) does not depend on \(p\). The drift at every time is thus due to the initial non-stationarity \(R\), carried along the trajectories.

Some averages stay constant although \(R\ne0\). For any function \(f(H)\), the value \(f(H(q_t,p_t))\) is constant on each trajectory. The choice \(f=1\) gives conservation of normalization, and \(f=H\) gives conservation of the mean energy. The condition is that the symbol \(A_W\) be a function of the classical \(H\), and this does not cover every function of the operator \(\hat H\). The symbol of \(\hat H^2\), for example, is \(H^2-\hbar^2V''/4m\), so its LSC-IVR average drifts with \(\langle V''\rangle(t)\); in the example of section 4 it falls from 0.680 at \(t=0\) to 0.638 at \(t=1\). "Not conserved" therefore means that \(W\) changes its shape in phase space; no probability is lost.

There are two cases without any drift. If \(V\) is harmonic, \(V'''=0\) and \(R=0\). If \(W\) is replaced by the classical Boltzmann density, which is a function of \(H\), then \(L\) acting on it gives zero for every potential.

### 2. Short times

Repeated use of \(\partial_tA_t=LA_t\) shows that the \(n\)th time derivative of \(\langle A\rangle\) at \(t=0\) is \(\langle L^nA\rangle\), where brackets without a time argument denote averages over the initial \(W\).

Let \(B(q,p)\) be a polynomial of degree at most four in \(p\). Then

\[
\langle LB\rangle=\int dq\,dp\,R\,B=-\frac{\hbar^2}{24}\big\langle V'''\,\partial_p^3B\big\rangle .
\]

Three integrations by parts in \(p\) give the minus sign. The omitted terms of \(R\) would place at least five \(p\)-derivatives on \(B\), which gives zero. Setting \(B=L^{n-1}A\), we find that a derivative of \(\langle A\rangle\) vanishes as long as \(L^{n-1}A\) has degree below three in \(p\). The drift cannot begin before a cubic term appears, and it begins at that order only if the resulting average \(\langle V'''\partial_p^3B\rangle\) is not zero.

**Kinetic energy.** Applying \(L\) repeatedly to \(p^2\) gives

\[
\begin{aligned}
Lp^2&=-2pV',\\
L^2p^2&=-\frac{2p^2}{m}V''+2V'^2,\\
L^3p^2&=-\frac{2p^3}{m^2}V'''+\frac{8p}{m}V'V''.
\end{aligned}
\]

In the last line, \((p/m)\partial_q\) acting on \(2V'^2\) gives \(4pV'V''/m\), and \(-V'\partial_p\) acting on \(-2p^2V''/m\) gives the same amount again.

The first three derivatives of \(\langle p^2\rangle\) vanish, since \(p^2\), \(Lp^2\) and \(L^2p^2\) are at most quadratic in \(p\). For the fourth, \(\partial_p^3L^3p^2=-12V'''/m^2\), and

\[
\frac{d^4\langle p^2\rangle}{dt^4}\bigg|_0
=-\frac{\hbar^2}{24}\Big\langle V'''\Big(-\frac{12V'''}{m^2}\Big)\Big\rangle
=\frac{\hbar^2}{2m^2}\langle V'''^2\rangle .
\]

The fifth derivative vanishes by symmetry: \(\hat H\) is real in the position representation, so \(\rho\) is real and \(W\) is even in \(p\), whereas \(L^5p^2\) is odd in \(p\). Dividing by \(4!\) and by \(2m\),

\[
\boxed{\;\Big\langle\frac{p^2}{2m}\Big\rangle(t)-\Big\langle\frac{p^2}{2m}\Big\rangle(0)
=\frac{\hbar^2\langle V'''^2\rangle}{96\,m^3}\,t^4+O(t^6)\;}
\]

If \(V'''\) is not the zero polynomial, it vanishes at isolated points at most, and \(\langle V'''^2\rangle>0\). The kinetic energy then always rises at first. This also proves that \(R\) cannot vanish identically for an anharmonic polynomial potential.

**Mean square position.** In the same way,

\[
\begin{aligned}
Lq^2&=\frac{2qp}{m},\\
L^2q^2&=\frac{2p^2}{m^2}-\frac{2qV'}{m},\\
L^3q^2&=-\frac{2p}{m^2}\,(3V'+qV''),\\
L^4q^2&=-\frac{2p^2}{m^3}\,(4V''+qV''')+\frac{2V'}{m^2}\,(3V'+qV''),\\
L^5q^2&=-\frac{2p^3}{m^4}\,(5V'''+qV'''')+p\,G(q).
\end{aligned}
\]

Here the linear term has

\[
G=\frac{4V'}{m^3}(4V''+qV''')+\frac{2}{m^3}\frac{d}{dq}\big[V'(3V'+qV'')\big],
\]

and three \(p\)-derivatives remove it. The first five derivatives of \(\langle q^2\rangle\) vanish. For the sixth, \(\partial_p^3L^5q^2=-12(5V'''+qV'''')/m^4\). Multiplying by \(-\hbar^2V'''/24\), averaging and dividing by \(6!=720\) gives

\[
\langle q^2\rangle(t)-\langle q^2\rangle(0)
=\frac{\hbar^2}{1440\,m^4}\big\langle5V'''^2+qV'''V''''\big\rangle t^6+O(t^8).
\]

The seventh derivative is absent by the same parity argument.

**Quartic oscillator.** With \(V'''=24\lambda q\) and \(V''''=24\lambda\), we have \(V'''^2=qV'''V''''=576\lambda^2q^2\). The factors are \(576/96=6\) and \(6\times576/1440=12/5\):

\[
\delta\Big\langle\frac{p^2}{2m}\Big\rangle\simeq\frac{6\hbar^2\lambda^2\langle q^2\rangle}{m^3}\,t^4,
\qquad
\delta\langle q^2\rangle\simeq\frac{12}{5}\,\frac{\hbar^2\lambda^2\langle q^2\rangle}{m^4}\,t^6 .
\]

The two laws are linked by energy conservation. Put \(c=\hbar^2\lambda^2\langle q^2\rangle/m^3\). At order \(t^4\) the kinetic energy has gained \(6ct^4\) and \(\langle q^2\rangle\) has not changed, so \(\lambda\langle q^4\rangle\) has lost \(6ct^4\). The expression for \(L^2q^2\) gives

\[
\frac m2\,\frac{d^2\langle q^2\rangle}{dt^2}=\Big\langle\frac{p^2}{m}\Big\rangle-\langle qV'\rangle,
\qquad qV'=m\omega^2q^2+4\lambda q^4 .
\]

The right side is zero initially and becomes \(12ct^4+24ct^4=36ct^4\). Two integrations give \(\delta\langle q^2\rangle=(2/m)\,36c\,t^6/30=(12/5)\,ct^6/m\), as found above.

**Range of the laws.** They hold for times short compared with \(1/\Omega\), where \(\Omega\) is the classical angular frequency of the populated orbits. The coefficients vanish for \(\hbar\to0\) at fixed \(\beta\), and for \(\lambda\to0\). At high temperature the \(t^4\) coefficient grows with \(\langle q^2\rangle\), but the drift does not become important, because the time over which the law applies shrinks. When the quartic term dominates, \(q^2\sim(k_BT/\lambda)^{1/2}\), and the squared frequency is \(\Omega^2\sim\lambda q^2/m\). At \(t\sim1/\Omega\) the law gives a change of order \(\hbar^2\lambda^2q^2/(m^3\Omega^4)\sim\hbar^2/(mq^2)\). Since \(k_BT\sim\lambda q^4\), its ratio to \(k_BT\) is of order \(\hbar^2/(m\lambda q^6)\sim(\hbar\Omega/k_BT)^2\), which is small in the classical regime.

### 3. Long times

Each trajectory of the quartic oscillator is periodic. Let \(a\) be its amplitude, so \(E=V(a)\), and factorize

\[
E-V(q)=(a^2-q^2)\big[\tfrac12m\omega^2+\lambda(a^2+q^2)\big].
\]

With \(q=a\sin\theta\), the relation \(dt=dq/\sqrt{2(E-V)/m}\) becomes

\[
dt=\frac{d\theta}{\sqrt{\omega^2+(2\lambda a^2/m)(1+\sin^2\theta)}} .
\]

The period is the integral over \(0\le\theta\le2\pi\). It decreases strictly as \(a\) grows, so the frequency \(\Omega(E)\) increases strictly with energy.

Now label phase-space points by \(E\) and by a phase \(\varphi\) that advances as \(\varphi_t=\varphi+\Omega t\). The area element is \(dq\,dp=dE\,d\varphi/\Omega\). Expanding \(A_W=\sum_nA_n(E)e^{in\varphi}\) gives

\[
\langle A\rangle(t)=\sum_n\int\frac{dE}{\Omega}\,A_n(E)\,e^{in\Omega(E)t}\int_0^{2\pi}d\varphi\,W\,e^{in\varphi}.
\]

For \(n\neq0\) the factor \(e^{in\Omega t}\) oscillates ever faster as a function of \(E\), because \(\Omega\) varies with \(E\), and the integral tends to zero. The term \(n=0\) remains:

\[
\langle A\rangle(\infty)=\int dq\,dp\,W(q,p)\,\bar A\big(H(q,p)\big),
\]

where \(\bar A(E)\) is the time average of \(A_W\) over one period at energy \(E\). The dephased distribution depends on energy alone. It keeps the classical energy distribution of the initial \(W\), which in general is not a Boltzmann distribution.

The shifts are related because the virial theorem holds at both ends. Initially, the identity of section 2 with \(B=qp\) gives \(\langle L(qp)\rangle=\langle p^2/m-qV'\rangle=0\). In the dephased state, the average of \(d(qp)/dt\) over a closed orbit is zero, which gives the same equality. Let \(\Delta T\), \(\Delta X\) and \(\Delta Q\) be the total changes of \(\langle p^2/2m\rangle\), \(\langle q^2\rangle\) and \(\lambda\langle q^4\rangle\). Then

\[
2\Delta T=m\omega^2\Delta X+4\Delta Q,\qquad
\Delta T+\tfrac12m\omega^2\Delta X+\Delta Q=0 .
\]

Inserting \(\Delta Q=-\Delta T-\tfrac12m\omega^2\Delta X\) into the first equation gives \(2\Delta T=-4\Delta T-m\omega^2\Delta X\), so

\[
\boxed{\;\Delta T=-\tfrac16\,m\omega^2\,\Delta X\;}
\]

Both quantities rise at first, but their final shifts have opposite signs if they are not zero. The drift of at least one of them therefore cannot be monotonic.

### 4. Numerical example

Energies are in units of \(\hbar\omega\), times in \(1/\omega\), and \(q^2\) in \(\hbar/m\omega\). The numerical check diagonalizes \(\hat H\) on a grid, forms \(W\) from its definition and propagates classical trajectories from a phase-space grid.

The two lowest levels are 0.696 and 2.324, and at \(\beta=2\) the ground state has a population of 0.962. The initial averages are \(\langle q^2\rangle=0.32476\) and \(\langle p^2/2m\rangle=0.45189\).

At \(q=0.50\), \(p=0.80\) the distribution has the value \(W=0.1439\). Its classical rate of change there is 0.07285 from the streaming terms and also 0.07285 from \(\hbar^2\lambda q\,\partial_p^3W\). Relative to \(W\) this is about one half per unit time, so the non-stationarity is not a small effect at this point. Note that \(W\) is not a probability density: it is 0.295 at the origin and slightly negative in the tails, about \(-3\times10^{-4}\) near \(q=0\), \(|p|\approx3.2\).

The short-time coefficients are

\[
6\times0.5^2\times0.32476=0.4871,\qquad
\tfrac{12}{5}\times0.5^2\times0.32476=0.1949 .
\]

At \(t=0.1\) the kinetic law gives \(4.871\times10^{-5}\) and the trajectories give \(4.672\times10^{-5}\), which is 4 % below the law. At \(t=0.2\) the deficit is 15 %. Removing a correction proportional to \(t^2\) from the two ratios of trajectory result to law gives a limit of 0.997 for \(t\to0\). The corresponding limit for \(\langle q^2\rangle\) is 0.999.

Over longer times the averages are:

| \(t\) | \(\langle q^2\rangle\) | \(\langle p^2/2m\rangle\) |
|---|---|---|
| 0 | 0.3248 | 0.4519 |
| 0.5 | 0.3266 | 0.4626 |
| 1 | 0.3524 | 0.4354 |
| 2 | 0.3101 | 0.4804 |
| 3 | 0.3550 | 0.4265 |
| 5 | 0.3375 | 0.4488 |
| 10 | 0.3350 | 0.4502 |
| 20 | 0.3351 | 0.4502 |

The kinetic energy at \(t=20\) is given at its converged value; the finite phase-space grid of the program yields 0.4503 there, a grid error of about \(10^{-4}\). In exact dynamics each column would keep its first value. At \(t=0.5\) the kinetic energy has risen by 0.0107, whereas the \(t^4\) law would give \(0.4871\times0.5^4=0.0304\); the leading term is no longer useful there. At \(t=3\), \(\langle q^2\rangle\) is 9 % above its correct value. The mean energy is 0.75903 at both \(t=0\) and \(t=20\), so its conservation gives no warning of the drift.

The energy-shell formula of section 3 gives the limits \(\langle q^2\rangle=0.33510\) and \(\langle p^2/2m\rangle=0.45017\). The trajectory results averaged over \(15\le t\le20\) agree with these values to the digits shown. The shifts are

\[
\Delta X=0.01034,\qquad \Delta T=-\frac{0.01034}{6}=-0.00172 ,
\]

or \(+3.2\,\%\) and \(-0.4\,\%\) of the initial values. The final errors are smaller in size than those at \(t=1\), 2 and 3 in the table. Between these times the errors change sign, so the averages oscillate, and a single late-time value would understate the amplitude of that oscillation.

Two checks bear on the cause. At \(t=2\) the change of \(\langle q^2\rangle\) is \(-0.01468\), and the time integral of \(\int dq\,dp\,R\,q_t^2\) gives the same number. A Boltzmann density carried by the same trajectories keeps \(\langle q^2\rangle=0.23396\) to within \(3\times10^{-6}\), which excludes the integrator as the source of the drift. That constant value is, however, 28 % below the quantum average. For this oscillator, the Wigner distribution gives the correct average at \(t=0\) but does not hold it, while the classical distribution is stationary at a wrong value.

## Table of computed values

```
Reduced units: energy hbar*omega, time 1/omega, q^2 in hbar/(m*omega)
lambda = 0.5 m^2 omega^3/hbar, beta = 2.0 1/(hbar*omega)
lowest levels E0, E1 = 0.69618, 2.32441
ground-state population = 0.96225
initial <q^2> = 0.324762, kinetic energy = 0.451893
mean energy at t=0 and t=20: 0.759029, 0.759029
<V'''^2> = 46.76567 (reduced units)
4th derivative of <p^2>: formula 23.38284, direct 23.38284
6th derivative of <q^2>: formula 140.2970, direct 140.2970
kinetic drift coefficient of t^4 = 0.487142
<q^2> drift coefficient of t^6 = 0.194857
At q=0.50, p=0.80: W = 0.143920
  classical dW/dt: streaming 0.072849, from V''' term 0.072851
Short times: t, kinetic drift (orbits, law), q^2 drift (orbits, law)
  0.1  4.6716e-05 4.8714e-05  1.9061e-07 1.9486e-07
  0.2  6.5958e-04 7.7943e-04  1.1426e-05 1.2471e-05
orbit/law ratio as t->0: kinetic 0.9966, q^2 0.9988
Propagation: t, <q^2>, kinetic energy, Boltzmann control <q^2>
   0.00  0.324762  0.451893  0.233960
   0.50  0.326569  0.462550  0.233960
   1.00  0.352400  0.435436  0.233960
   1.50  0.349737  0.431260  0.233960
   2.00  0.310078  0.480382  0.233960
   3.00  0.354967  0.426539  0.233960
   5.00  0.337468  0.448768  0.233960
  10.00  0.335027  0.450205  0.233960
  20.00  0.335086  0.450280  0.233961
<q^2> drift at t=2: orbits -0.014684, source integral -0.014684
mean over t=15..20: <q^2> 0.335098, kinetic 0.450173
energy-shell limit: <q^2> 0.335099, kinetic 0.450170
long-time shifts: <q^2> 0.010338, kinetic -0.001723
relative shifts: <q^2> 3.18 %, kinetic -0.38 %
largest drift of Boltzmann control <q^2> = 2.3e-06
harmonic drift at t=3: <q^2> 1.6e-10, kinetic -8.0e-11
sextic test: kinetic orbit/law ratio as t->0 = 0.9988
```
